\section*{Do steady mound sides prove slope selection in epitaxial growth?}

\section{Two angles that nearly agree}

\textbf{Q.} I have a growth calculation for mounds on Cu(111). The sides make an angle of $4.95^\circ$ with the terraces after 80 monolayers (ML) and $5.53^\circ$ after 100 ML. If I could measure each angle to $0.3^\circ$, the difference would have an error of $\sqrt2\times0.3^\circ=0.42^\circ$, so the two would agree within 1.4 errors. The sides have stopped steepening, and the growth has therefore selected a slope.

\textbf{A.} What has to happen on the side of a mound for its slope to be selected?

\textbf{Q.} The uphill and downhill flows of atoms have to balance there.

\textbf{A.} Yes. Let $J$ be the radial surface current, positive towards the summit, in units of coverage times length per time. On a circular mound the height $h$, in layers, obeys
\begin{equation}
\partial_t h=F+\frac1r\,\partial_r(rJ),
\end{equation}
where $F$ is the flux in ML per second. The plus sign appears because positive $J$ points towards smaller $r$. If the mound rises without changing shape, $\partial_t h=F$ everywhere, so $rJ$ is constant. It vanishes at $r=0$, hence $J=0$ on the whole side. Your two angles say nothing about $J$ directly, so let us calculate it.

\section{The current on a side terrace}

\textbf{Q.} How does the current depend on the slope?

\textbf{A.} Take a terrace of width $\ell$, narrow compared with $r$, so that its steps are nearly straight. With layer height $d$ the slope is $m=d/\ell$. Atoms land uniformly and do not desorb. One that lands a distance $x$ from the ascending step either joins that step, moving $x$ uphill, or crosses the descending edge, moving $\ell-x$ downhill. Let $p(x)$ be the probability of the second fate. The current is the flux times the mean uphill displacement:
\begin{align}
J&=\frac F\ell\int_0^\ell\left[x(1-p)-(\ell-x)p\right]dx
=\frac F\ell\int_0^\ell\left[x-\ell p(x)\right]dx\nonumber\\
&=F\ell\left(\frac12-q_s\right),\qquad q_s=\frac1\ell\int_0^\ell p(x)\,dx .
\label{current}
\end{align}
The current vanishes only if half of the atoms landing on the terrace go down.

\textbf{Q.} There is an energy barrier at the descending edge, but it is finite. Some atoms get over it. Could that leakage balance the current?

\textbf{A.} Let $D$ be the diffusion constant and $\kappa$ the velocity of escape over the edge. Diffusion gives $p''=0$. The ascending step absorbs, so $p(0)=0$ and $p=bx$. At the other edge $Dp'(\ell)=\kappa[1-p(\ell)]$, which gives $Db=\kappa(1-b\ell)$. With $\ell_{\rm ES}=D/\kappa$,
\begin{equation}
b=\frac1{\ell+\ell_{\rm ES}},\qquad
q_s=\frac{b\ell}{2}=\frac{\ell}{2(\ell+\ell_{\rm ES})}<\frac12 .
\end{equation}
The current is positive at every finite slope. In this model a step-edge barrier alone selects nothing. A high barrier, $\ell_{\rm ES}\gg\ell$, gives $J\simeq F\ell/2=Fd/(2m)$: the current weakens as the side steepens, without reaching zero.

\textbf{Q.} What would select a slope?

\textbf{A.} A second, downward process. Suppose that atoms landing within a distance $\delta$ of a descending edge drop to the layer below, and that all others go up. For $\ell\geq\delta$ we have $q_s=\delta/\ell$, so
\begin{equation}
J=F\left(\frac\ell2-\delta\right),\qquad \ell^*=2\delta,\qquad m^*=\frac d{2\delta}.
\label{rim}
\end{equation}
Wider terraces carry an uphill current and steepen; narrower ones carry a downhill current and flatten. I tested this on a mound with straight steps, half-width $R$ and $\delta/R=0.050$. It settled at $\ell/R=0.1002$, as (\ref{rim}) requires.

\section{What the roughness says}

\textbf{Q.} Is there a test that does not need the current on each terrace?

\textbf{A.} The roughness provides one. Let $\theta_n$ be the coverage of layer $n$, with $\theta_0=1$, and let $p_n=\theta_n-\theta_{n+1}$ be the fraction of the surface at height $n$. There are no overhangs. The mean height is the deposited thickness in monolayers, $\Theta=\sum_{n\ge1}\theta_n$, and the mean square height is
\begin{equation}
\sum_n n^2p_n=\sum_{n\geq1}\left[n^2-(n-1)^2\right]\theta_n
=\sum_{n\geq1}(2n-1)\theta_n .
\end{equation}
An atom landing at height $n$ normally joins layer $n+1$ and contributes $2n+1$ to this sum. If it steps down one level it joins layer $n$ and contributes $2n-1$, which is less by 2. With $q$ the fraction of all landing atoms that step down,
\begin{equation}
\frac{d}{d\Theta}\sum_n n^2p_n=\sum_n(2n+1)p_n-2q=2\Theta+1-2q .
\end{equation}
Subtracting $d\Theta^2/d\Theta=2\Theta$ gives the law for the rms height $W$, measured in layers:
\begin{equation}
\frac{dW^2}{d\Theta}=1-2q .
\label{balance}
\end{equation}
A stationary profile needs $q=1/2$ on average. The control mound with the capture rim had a late mean $q=0.499$, and its $W$ was 2.900 layers at 100 ML and 2.905 at 140 ML.

\textbf{Q.} And if no atom steps down?

\textbf{A.} Then layer $n$ grows from atoms landing on the exposed part of layer $n-1$, so $d\theta_n/d\Theta=\theta_{n-1}-\theta_n$. Subtracting the same equation for layer $n+1$ gives $dp_n/d\Theta=p_{n-1}-p_n$ for $n\ge1$, while $dp_0/d\Theta=-p_0$. Starting from a flat surface, the solution is the Poisson distribution $p_n=e^{-\Theta}\Theta^n/n!$, with $W=\sqrt\Theta$. At fixed mound radius the height differences grow without limit, and the sides must steepen.

\section{The top terrace}

\textbf{Q.} The summit is different, though. Until a new layer nucleates, atoms landing on the top terrace have no ascending step to join. They must all come down.

\textbf{A.} They do, and that changes the coefficient. Let layer $N$ be the top one, and let the next layer nucleate when $\theta_N$ reaches $\theta_c$. The top layer collects the atoms from the exposed layer below and also those landing on itself:
\begin{equation}
\frac{d\theta_N}{d\Theta}=(\theta_{N-1}-\theta_N)+\theta_N=\theta_{N-1}.
\end{equation}
In a thick film neighbouring coverages differ little. To leading order the layers just below the top all have coverage $\theta_c$: their growth rate $\theta_{n-1}-\theta_n$ is then zero, and the top layer rises linearly from 0 to $\theta_c$ in the 1 ML needed to repeat the cycle. At finite thickness the summit gains on the mean height, so the cycle is slightly shorter. With no downward transport elsewhere, $q=\theta_N$, whose mean is $\theta_c/2$. Equation (\ref{balance}) becomes
\begin{equation}
\frac{dW^2}{d\Theta}\simeq1-\theta_c .
\label{cap}
\end{equation}

\textbf{Q.} What sets $\theta_c$?

\textbf{A.} Second-layer nucleation. On a disc of radius $r$, the mean escape time $T(\rho)$ of an adatom starting at radius $\rho$ obeys $D\rho^{-1}(\rho T')'=-1$, so $T=T_0-\rho^2/(4D)$. At the edge $-DT'(r)=\kappa T(r)$, hence $T(r)=r/(2\kappa)$. Since $\rho^2$ averages to $r^2/2$ over the disc, the mean escape time is
\begin{equation}
\tau=\frac r{2\kappa}+\frac{r^2}{8D}\simeq\frac r{2\kappa}
\qquad(r\ll\ell_{\rm ES}).
\end{equation}
Atoms arrive at the rate $A=\pi r^2F/\Omega$, where $\Omega$ is the area of a surface site. If $A\tau\ll1$, an arriving atom finds another one present with probability $A\tau$. For $r\ll\ell_{\rm ES}$ they meet long before either escapes. Taking a pair to be stable, the nucleation rate is $A^2\tau$.

Write $s$ for the deposit, in ML, since the top layer nucleated. Linear growth means $r^2=R_c^2s$. I define $R_c$ by requiring one expected nucleus by $s=1$:
\begin{equation}
1=\int_0^1\left(\frac{\pi R_c^2Fs}{\Omega}\right)^2
\frac{R_c\sqrt s}{2\kappa}\frac{ds}{F}
=\frac{\pi^2FR_c^5}{2\kappa\Omega^2}\cdot\frac27,
\qquad R_c^5=\frac{7\kappa\Omega^2}{\pi^2F}.
\label{rc}
\end{equation}
For a mound of radius $R$, $\theta_c=(R_c/R)^2$. The model replaces the random nucleation radius by $R_c$.

\section{How fast the sides steepen}

\textbf{Q.} A growing $W$ is not yet a side angle. Could the summit and the valleys account for it?

\textbf{A.} For that we need the profile. Treat $\theta$ as a smooth function of height. Then $\theta(h-1)-\theta(h)\simeq-\theta_h+\frac12\theta_{hh}$. Try $\theta=g(u)$ with $u=(h-\Theta)/\sqrt\Theta$:
\begin{equation}
g'\left(-\frac1{\sqrt\Theta}-\frac u{2\Theta}\right)
=-\frac{g'}{\sqrt\Theta}+\frac{g''}{2\Theta}
\quad\Longrightarrow\quad g''=-ug' .
\end{equation}
With $g\to1$ deep in the film, $g=1-C\Phi(u)$, where $\varphi=e^{-u^2/2}/\sqrt{2\pi}$ and $\Phi$ is its integral from $-\infty$. The profile ends at the top terrace, $u=u_m$, where the coverage is $\theta_c$. The surface then consists of a part $C\varphi(u)\,du$ for $u<u_m$ and a fraction $\theta_c$ at $u_m$. Its mean $u$ must be zero. Since $\int_{-\infty}^{u_m}u\varphi\,du=-\varphi(u_m)$, the two conditions are
\begin{equation}
1-C\Phi(u_m)=\theta_c,\qquad u_m\theta_c=C\varphi(u_m).
\end{equation}
They also reproduce (\ref{cap}):
\begin{equation}
\frac{W^2}{\Theta}=C\left[\Phi(u_m)-u_m\varphi(u_m)\right]+\theta_cu_m^2
=1-\theta_c-\theta_cu_m^2+\theta_cu_m^2=1-\theta_c .
\end{equation}

Layer $n$ has radius $R\sqrt{\theta_n}$. The sides are curved, gently in the middle and strongly near the valley. In the copper example below at 100 ML, the local angle is about $5^\circ$ at $r/R=0.55$, $14^\circ$ at 0.95 and $25^\circ$ at 0.98, and the lowest open terraces come out narrower than one atom, where the model fails. I therefore define the slope by the chord between coverages 0.7 and 0.3. With $u_\theta=\Phi^{-1}[(1-\theta)/C]$,
\begin{equation}
m=\frac{d\sqrt\Theta\,(u_{0.3}-u_{0.7})}{R(\sqrt{0.7}-\sqrt{0.3})}.
\label{slope}
\end{equation}
At fixed $R$ everything except $\sqrt\Theta$ is constant. The sides themselves steepen, and
\begin{equation}
\frac{m_2}{m_1}=\sqrt{\frac{\Theta_2}{\Theta_1}},\qquad
\frac{\Delta m}{m}\simeq\frac{\Delta\Theta}{2\Theta}
\quad(\Delta\Theta\ll\Theta).
\end{equation}
The same 20 ML changes the slope less and less as the film thickens. That can look like an approach to a limit, although there is none in this model.

\section{Your copper mounds}

\textbf{Q.} Does this reproduce my angles?

\textbf{A.} Your calculation has $T=250$ K, $F=0.01$ ML/s and $R=80$ nm. Its rough barriers are 0.04 eV for diffusion and a further 0.20 eV at descending edges, with an attempt rate of $10^{13}$ s$^{-1}$. Write $\nu$ for the attempt rate, $E_d$ for the diffusion barrier, $E_s$ for the extra edge barrier and $a=0.2553$ nm for the atomic spacing. The simple hopping estimates $D=a^2\nu e^{-E_d/k_BT}$ and $\kappa=a\nu e^{-(E_d+E_s)/k_BT}$ then give $\kappa=3.705\times10^7$ nm/s and $\ell_{\rm ES}=D/\kappa=a\,e^{E_s/k_BT}=2747$ nm. With $\Omega=0.05643$ nm$^2$,
\begin{equation}
R_c=\left[\frac{7(3.705\times10^7)(0.05643)^2}{\pi^2(0.01)}\right]^{1/5}\,{\rm nm}
=24.2\ {\rm nm},\quad
\theta_c=\left(\frac{24.24}{80}\right)^2=0.092 .
\end{equation}
The condition $R_c\ll\ell_{\rm ES}$ holds. The profile constants are $u_m=1.46$ and $C=0.979$, so $u_{0.3}-u_{0.7}=1.075$. With $d=0.2084$ nm, (\ref{slope}) gives at 100 ML
\begin{equation}
m=\frac{0.2084\times10\times1.075}{80\times0.2889}=0.097,
\end{equation}
or $5.53^\circ$. Direct integration of the layer equations gives the same angle to about $0.01^\circ$; its time step of 0.004 ML makes the integrated angles quoted here low by 0.01 to $0.02^\circ$. From 80 to 100 ML the integrated slope grows by a factor 1.117, against $\sqrt{1.25}=1.118$. Your two nearly equal angles belong to a mound that is steepening freely.

\textbf{Q.} When would I notice?

\textbf{A.} With your angular error, a change of three errors from the 80 ML value is reached at 127 ML, or 26.4 nm. At 200 ML the angle is $7.79^\circ$, a change of $2.84^\circ$, nearly seven errors. The roughness shows the same trend: $W$ rises from 8.5 layers at 80 ML to 13.5 at 200 ML.

\textbf{Q.} Real atoms landing at a step edge may well drop down. Doesn't your own rim mechanism then select a slope?

\textbf{A.} It does, but a different one. Take $\delta=a/2$, half the atomic spacing $a=0.2553$ nm. By (\ref{rim}) the current vanishes at $m^*=d/a$, an angle of $39.2^\circ$. At 100 ML the terraces along the chord are on average 2.15 nm wide, and the uphill current still has $1-2\delta/\ell=0.88$ of its value without the rim. Selecting your calculated slope at 100 ML would need $\delta=1.08$ nm, about four atomic spacings. With the half-atom rim included, the angles at 80 and 100 ML become $4.84^\circ$ and $5.40^\circ$. A zero-current slope can thus exist while the slope in your window is far from it.

\section{How far this carries over to a real film}

\textbf{Q.} How much of this would survive on real copper?

\textbf{A.} The temperature, flux and barriers are meant as rough values for strong-barrier growth on Cu(111); the mound radius is a choice. Since $R_c\propto\kappa^{1/5}$, an error of 0.05 eV in the edge barrier changes $R_c$ by a factor $\exp[0.05/(5\times0.02154)]\simeq1.6$ and $\theta_c$ by about 2.5. This moves the coefficient in (\ref{cap}) from 0.91 to about 0.77 or 0.96, but leaves the square-root law. The stability of pairs is a further assumption. At $R_c$ a new atom reaches the top terrace about every 3 ms. On a triangular lattice with the same $D$, a pair bound by $E_b=0.4$ eV breaks up after about 0.02 ms, since either atom can leave in three directions. That alone does not destroy the nucleus, because the edge barrier keeps both atoms on the terrace: the chance that one escapes before they meet again is only about 0.5\%. Detailed balance gives the net loss. With $N=\pi R_c^2/\Omega\simeq3.3\times10^4$ sites the pair is apart for a fraction $Ne^{-E_b/k_BT}/6\simeq4.7\times10^{-5}$ of the time, and while apart it loses an atom at the rate $2/\tau$. The pair is then lost after about 3.5 ms, so only about half of such pairs survive until the next atom arrives. If trimers are stable, this raises $\theta_c$ by about a quarter and the angles at 80 and 100 ML by about $0.07^\circ$. A weaker bond delays nucleation further. The angles calculated above therefore apply only if pairs last long enough. Leakage over side steps involves a fraction $4\times10^{-4}$ of the atoms landing there. This takes the edge barrier to be independent of terrace width. At 200 ML the side terraces are only 1.5 nm wide, and any extra downward transport on such narrow terraces would slow the steepening. With an assumed detachment barrier of 0.80 eV, an edge atom detaches 0.07 times per ML, against about 10 arrivals. Random nucleation radii shifted the mean angles of four runs by only $0.01^\circ$. The fixed radius is also open to doubt in a real film, because mounds can merge. If the profile keeps its shape, $m\propto\sqrt\Theta/R$. For $R\propto\Theta^{1/4}$ the slope then grows by a factor 1.057 between 80 and 100 ML, instead of 1.118, and is harder still to tell from a constant.

\textbf{Q.} By that formula, $R\propto\sqrt\Theta$ would keep the slope constant however thick the film.

\textbf{A.} Under that assumption, yes. I have not shown that any merging process produces such growth, but it is a reason to measure $R$ along with the angle.

\textbf{Q.} So what should I look for before I claim selection?

\textbf{A.} Compare films over a large ratio of thickness, not a large number of readings in a narrow window. If $R$ stays fixed, a selected slope requires $W$ to level off as well. A stronger test starts from a mound whose whole side, from summit to valley, is steeper than the supposed selected slope. If that slope is a stable zero of the current, as in (\ref{rim}), the mound flattens towards it and $W$ falls. (A short steep side between broad flat areas can instead have $W$ below its selected value, and $W$ then rises.) With a strong edge barrier and no selection, fewer than half of the atoms step down, and by (\ref{balance}) $W$ keeps growing at fixed $R$. With a weak barrier, each layer can nearly fill before the next one rises; $W$ then grows only slowly, since $1-\theta_c$ in (\ref{cap}) is small, although no slope has been selected. Follow $W$ as well as the angle: even without selection, a steep side between a broad summit and a broad valley can flatten for a while. Your angles at 80 and 100 ML cannot distinguish these cases.

The main values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Test: downward fraction, walk / formula: 0.2864 / 0.2857
Test: disc escape time, numeric / formula: 1.1250 / 1.1250
Test: largest coverage error against Poisson: 2.6e-04
Test: dW^2/dTheta at theta_c = 0.3: 0.701 (formula 0.700)
Control: capture rim delta/R: 0.050
Control: selected terrace width/R: 0.1002
Control: mean downward fraction q: 0.4990
Control: W at 100 and 140 ML: 2.900, 2.905 layers
Input: Cu lattice constant (rough): 0.361 nm
Input: temperature: 250 K; flux: 0.01 ML/s
Input: attempt rate (rough): 1e+13 1/s
Input: diffusion barrier (rough): 0.04 eV
Input: extra step-edge barrier (rough): 0.20 eV
Input: step detachment barrier (rough): 0.80 eV
Input: mound radius: 80 nm; angle error: 0.3 deg
Atomic spacing a: 0.2553 nm; layer height d: 0.2084 nm
Site area: 0.05643 nm^2; kT: 0.02154 eV
Diffusion constant D: 1.018e+11 nm^2/s
Edge escape velocity kappa: 3.705e+07 nm/s
Step-edge length ell_ES: 2747 nm
Critical top-terrace radius R_c: 24.24 nm
Top-terrace coverage theta_c: 0.0918
Survival without nucleus at R_c: 0.3679 (1/e = 0.3679)
Profile constants u_m, C: 1.4615, 0.9786
Late dW^2/dTheta, integration / formula: 0.9062 / 0.9082
80 ML = 16.67 nm: W 8.526 layers, slope 0.0866, angle 4.95 deg (formula 4.95)
100 ML = 20.84 nm: W 9.530 layers, slope 0.0968, angle 5.53 deg (formula 5.53)
200 ML = 41.68 nm: W 13.470 layers, slope 0.1369, angle 7.79 deg (formula 7.80)
Slope ratio 100/80 ML: 1.1173 (sqrt law 1.1180)
Angle change 80 to 100 ML: 0.58 deg
Angle change 80 to 200 ML: 2.84 deg
Error of an angle difference: 0.42 deg
Thickness for a 3-error change from 80 ML: 127 ML = 26.4 nm
Side terrace width at 100 ML: 2.153 nm
Rim that would select this slope: 1.077 nm = 4.22 a
Neglected: side-step leakage fraction: 3.92e-04
J/(F ell/2), barrier only: 0.99922
J/(F ell/2), half-atom rim only: 0.881
Half-atom rim: angles at 80, 100 ML: 4.84, 5.40 deg
Half-atom rim: zero-current angle: 39.2 deg
Half-atom rim: W^2 at 100 ML, direct / balance: 79.86 / 80.24
Random nucleation, 4-run mean angles at 80, 100 ML: 4.94, 5.52 deg
Side-terrace nuclei per mound per ML (order): 3.3e-06
Detachments per edge atom per ML: 7.46e-02; arrivals: 9.7
Slope ratio 100/80 ML if R grows as Theta^(1/4): 1.0574
\end{verbatim}
